\section*{Forces on two ultrasoft atoms in a one-dimensional plane-wave model}

\section*{Question}

I am learning how forces work with ultrasoft pseudopotentials, using a one-dimensional model, and my forces do not match the slope of my total energy. I use Hartree atomic units throughout.

Two atoms sit at $X_1=3.1$ and $X_2=5.4$ bohr in a periodic cell of length $L=10$ bohr. Six electrons fill three orbitals, each with occupation $f=2$, at the $\Gamma$ point. All charges interact through $w(x)=A e^{-\kappa|x|}$, summed over periodic images, with $A=1$ hartree and $\kappa=0.5$ bohr$^{-1}$. Each ion is a Gaussian charge $\rho_I$ of total charge $Z_I$ and width $\sigma$, so the local potential is $v_{\rm loc}=-w*\rho_{\rm ion}$, where $\rho_{\rm ion}=\rho_1+\rho_2$ and $*$ is a convolution.

Each atom has two projectors, $\beta_0=e^{-x^2/2s^2}$ and $\beta_1=(x/s)\,e^{-x^2/2s^2}$, with $x$ measured from the atom. Its augmentation functions are $Q_{00}=q_{00}\,g$, $Q_{11}=q_{11}\,g$ and $Q_{01}=Q_{10}=d\,x\,g$, where $g$ is a normalized Gaussian of width $t$. Their integrals are $q_{ij}$, so $q_{01}=0$. The density and energy are
\begin{align}
n&=f\sum_n|\phi_n|^2+\sum_{I,ij}\rho^I_{ij}Q^I_{ij},\qquad
\rho^I_{ij}=f\sum_n\langle\phi_n|\beta^I_i\rangle\langle\beta^I_j|\phi_n\rangle,\\
E&=T+\sum_{I,ij}D^{0,I}_{ij}\rho^I_{ij}+\int v_{\rm loc}\,n
+\tfrac12\!\iint n\,w\,n+E_{xc}[n]+\tfrac12\!\iint\rho_{\rm ion}\,w\,\rho_{\rm ion}.
\end{align}
For $E_{xc}$ I use a simple model energy density, $-a\,n^2/(1+n)$ with $a=0.3$. The other parameters, in atomic units, are:

\begin{center}
\begin{tabular}{c|cccc|ccc|cc}
atom & $Z$ & $\sigma$ & $s$ & $t$ & $q_{00}$ & $q_{11}$ & $d$ & $D^0_{00}$ & $D^0_{11}$\\ \hline
1 & 2 & 0.50 & 0.60 & 0.40 & 0.30 & 0.15 & 0.10 & $0.40$ & 0.20\\
2 & 4 & 0.45 & 0.50 & 0.35 & 0.50 & 0.20 & 0.15 & $-0.30$ & 0.30
\end{tabular}
\end{center}

I argued that the energy is stationary with respect to the orbitals, so I differentiated $E$ with the plane-wave coefficients held fixed. This gives $-0.4905$ hartree/bohr on atom 1 and $+0.5035$ on atom 2. They do not even cancel. Worse, if I add a constant of 1 hartree to the effective potential, the first force becomes $-0.5459$. What is missing, and how can I compare each term with a finite difference, instead of the sum alone?

\section*{Answer}

The energy is stationary only among orbitals that satisfy the orthonormality condition, and in the ultrasoft scheme that condition moves with the atoms. Your derivative holds the coefficients fixed, which violates it. Restoring it changes the energy in first order in the displacement, upward or downward depending on the direction of the move, and minus the slope of that change is the missing force.

\subsection*{The equation the orbitals satisfy}

The orbitals obey $\langle\phi_m|S|\phi_n\rangle=\delta_{mn}$ with
\begin{equation}
S=1+\sum_{I,ij}q^I_{ij}\,|\beta^I_i\rangle\langle\beta^I_j| .
\end{equation}
This makes $\int n=f\sum_n\langle\phi_n|S|\phi_n\rangle=6$.

Change the orbitals by $\delta\phi_n$ with the atoms at rest. The local, Hartree and exchange-correlation energies together change by $\int V\,\delta n$, where
\begin{equation}
V=v_{\rm loc}+w*n+v_{xc},\qquad
v_{xc}=-a\,\frac{2n(1+n)-n^2}{(1+n)^2}=-a\,\frac{2n+n^2}{(1+n)^2}.
\end{equation}
The factor $\tfrac12$ in the Hartree energy has gone because $w$ is even and either density can be varied. The density changes both through $|\phi_n|^2$ and through $\rho_{ij}$. The second route contributes $\sum\delta\rho_{ij}\int VQ_{ij}$, which joins the bare strength:
\begin{equation}
D^I_{ij}=D^{0,I}_{ij}+\int V\,Q^I_{ij}.
\end{equation}
Hence
\begin{equation}
\delta E=2f\,{\rm Re}\sum_n\langle\delta\phi_n|H|\phi_n\rangle,\qquad
H=-\tfrac12\frac{d^2}{dx^2}+V+\sum_{I,ij}D^I_{ij}|\beta^I_i\rangle\langle\beta^I_j| .
\label{eq:var}
\end{equation}
Stationarity under the constraint, with a Hermitian matrix of multipliers $\Lambda$, reads $H\phi_n=\sum_m S\phi_m\Lambda_{mn}$. All occupied orbitals have the same $f$, so a unitary mixing among them changes neither $n$ nor $E$. We may choose the mixing that makes $\Lambda$ diagonal:
\begin{equation}
H\phi_n=\varepsilon_n S\phi_n .
\label{eq:gen}
\end{equation}

\subsection*{The force}

Now move atom $I$ and let a prime denote $d/dX_I$. The total derivative has an explicit part, at fixed orbitals, and a part from the orbital response. By (\ref{eq:var}) and (\ref{eq:gen}),
\begin{equation}
E'=\left.\frac{\partial E}{\partial X_I}\right|_{\phi}
+2f\,{\rm Re}\sum_n\varepsilon_n\langle\phi_n'|S|\phi_n\rangle .
\end{equation}
The response $\phi_n'$ is not needed, because normalization holds at every position of the atom:
\begin{equation}
0=\frac{d}{dX_I}\langle\phi_n|S|\phi_n\rangle
=2\,{\rm Re}\langle\phi_n'|S|\phi_n\rangle+\langle\phi_n|S'|\phi_n\rangle .
\end{equation}
The response part of $E'$ is therefore $-f\sum_n\varepsilon_n\langle\phi_n|S'|\phi_n\rangle$. It enters the force $F_I=-E'$ with a plus sign.

The explicit part follows the places where $X_I$ appears in $E$: the ion-ion energy, $v_{\rm loc}$, the functions $Q_{ij}$, and the projectors inside $\rho_{ij}$. Moving $Q_{ij}$ changes $n$ by $\sum\rho_{ij}Q_{ij}'$ and the energy by $V$ times that. Moving the projectors changes $\rho_{ij}$, whose total energy coefficient is $D_{ij}$, not $D^0_{ij}$. With $\rho_{ij}'$ taken at fixed orbitals, the five terms are
\begin{align}
F^{\rm ion}&=-\int\rho_I'\,(w*\rho_{\rm ion}), &
F^{\rm loc}&=-\int n\,v_{\rm loc}'=+\int\rho_I'\,(w*n),\nonumber\\
F^{\rm aug}&=-\sum_{ij}\rho_{ij}\int V\,Q_{ij}', &
F^{\rm proj}&=-\sum_{ij}D_{ij}\,\rho_{ij}',\label{eq:five}\\
F^{\rm ov}&=+f\sum_n\varepsilon_n\langle\phi_n|S'|\phi_n\rangle. & &\nonumber
\end{align}
You have the first four. In the norm-conserving limit $Q_{ij}\to0$, hence $q_{ij}\to0$, we have $S=1$ and $D_{ij}=D^0_{ij}$. The augmentation and overlap terms vanish, and your argument becomes correct.

\subsection*{The terms in plane waves}

Write $\phi_n=L^{-1/2}\sum_G c_{Gn}e^{iGx}$. A function that moves rigidly with its atom carries the phase $e^{-iGX_I}$ in its Fourier coefficient, so $d/dX_I$ multiplies that coefficient by $-iG$. This gives $\rho_I'$ and $Q_{ij}'$ directly. For the projectors, let $b_{jG}=\langle G|\beta_j\rangle$. Then
\begin{equation}
P_{jn}=\langle\beta_j|\phi_n\rangle=\sum_G b_{jG}^*c_{Gn},\qquad
P_{jn}'=\sum_G iG\,b_{jG}^*c_{Gn},
\end{equation}
where complex conjugation has turned $-iG$ into $+iG$. Since $D_{ij}$ and $q_{ij}$ are real and symmetric, the two halves of the product rule are complex conjugates of each other, and
\begin{equation}
F^{\rm proj}+F^{\rm ov}=-2f\,{\rm Re}\sum_{n,ij}\left(D_{ij}-\varepsilon_nq_{ij}\right)P_{in}^*P_{jn}' .
\label{eq:comb}
\end{equation}
In code, the repair is to replace $D_{ij}$ by $D_{ij}-\varepsilon_nq_{ij}$ inside the sum over orbitals. This form needs orbitals that are eigenstates as in (\ref{eq:gen}). If the occupied orbitals are any other unitary mixture, as direct minimization can leave them, the diagonal elements $\langle\phi_n|H|\phi_n\rangle$ are not enough. The overlap term is then $F^{\rm ov}=f\sum_{mn}\Lambda_{mn}\langle\phi_n|S'|\phi_m\rangle$ with $\Lambda_{mn}=\langle\phi_m|H|\phi_n\rangle$, and the other four terms are unchanged.

\subsection*{Numbers for your model}

I used 49 plane waves and a grid of 121 points for the densities and potentials. Equation (\ref{eq:gen}) was solved by matrix diagonalization and the density was mixed linearly until input and output differed by less than $10^{-10}$ bohr$^{-1}$ at every grid point.

The occupied eigenvalues are $-0.9225$, $0.0070$ and $0.2970$ hartree, and the next level lies $0.367$ hartree higher. This gap lets the occupied set follow the atoms smoothly. The augmentation charge is $\sum q_{ij}\rho_{ij}$. With $\rho_{00}=1.1886$, $\rho_{11}=0.1729$ on atom 1 and $1.0913$, $0.2310$ on atom 2,
\begin{align}
\text{atom 1: }&0.30\times1.1886+0.15\times0.1729=0.383,\nonumber\\
\text{atom 2: }&0.50\times1.0913+0.20\times0.2310=0.592 .
\end{align}
About $0.97$ of the six electrons is carried by functions that move with the atoms, so on average a fraction $0.97/6\approx0.16$ of each orbital's norm $\langle\phi_n|S|\phi_n\rangle$ comes from $S-1$, which cannot be neglected.

The terms of (\ref{eq:five}), in hartree/bohr, are:

\begin{center}
\begin{tabular}{lrr}
term & atom 1 & atom 2\\ \hline
ion-ion & $-1.25613$ & $1.25613$\\
local & $0.70547$ & $-0.63762$\\
augmentation & $0.10709$ & $-0.09132$\\
projector & $-0.04693$ & $-0.02366$\\
overlap & $-0.07375$ & $0.06073$\\ \hline
sum & $-0.56425$ & $0.56425$
\end{tabular}
\end{center}

The sums were formed before rounding, so the last digit of a column may be off by one. The first four entries for atom 1 add up to your $-0.4905$. With $V$ as defined above, the overlap term is 13\% of the total force on that atom; this share changes with the zero of the potential, as shown below. In other units the total is $-29.0$ eV/\AA. Its sign pushes atom 1 to the left, away from atom 2 across the shorter gap of 2.3 bohr.

For the slope of the energy, I repeated the self-consistent calculation with atom 1 displaced by multiples of $h=0.005$ bohr:

\begin{center}
\begin{tabular}{rr}
displacement & $E$ (hartree)\\ \hline
$-2h$ & $1.8893511904$\\
$-h$ & $1.8921532616$\\
$+h$ & $1.8977958110$\\
$+2h$ & $1.9006363750$
\end{tabular}
\end{center}

The many decimals are needed because the slope comes from small differences. The positive total energy has no physical meaning: it includes the constant self-energy of each Gaussian ion. The five-point formula gives
\begin{align}
E'&\simeq\frac{E(-2h)-8E(-h)+8E(h)-E(2h)}{12h}\nonumber\\
&=\frac{8\times0.0056425494-0.0112851846}{0.06}
=\frac{0.0338552106}{0.06}=0.564254 ,
\end{align}
so $F_1=-0.564254$ hartree/bohr. Equation (\ref{eq:five}) gives the same six decimals.

\subsection*{A finite difference for each term}

Write the energy as a function with four separate sets of atomic positions: one for the ions in the ion-ion energy, one for $v_{\rm loc}$, one for the $Q_{ij}$ and one for the projectors. Freeze the converged coefficients. Displacing one set at a time and taking minus the slope gives the first four terms one by one.

The overlap term needs the opposite treatment. Keep all four sets at rest, but re-orthonormalize the coefficient matrix $C$ with the overlap operator of the displaced atom:
\begin{equation}
C\;\to\;C\left[C^\dagger S(X_I+\delta)\,C\right]^{-1/2}.
\end{equation}
To first order the bracket is $1+\delta M$ with $M_{mn}=\langle\phi_m|S'|\phi_n\rangle$, and its inverse square root is $1-\tfrac12\delta M$. Thus $\delta\phi_n=-\tfrac12\delta\sum_m\phi_mM_{mn}$. Inserting this in (\ref{eq:var}), with $\langle\phi_m|H|\phi_n\rangle=\varepsilon_n\delta_{mn}$, gives
\begin{equation}
\delta E=-\delta\,f\,{\rm Re}\sum_{mn}M_{mn}^*\langle\phi_m|H|\phi_n\rangle
=-\delta\,f\sum_n\varepsilon_nM_{nn}.
\end{equation}
Minus this slope is $F^{\rm ov}$. With the same five-point formula, these separate slopes reproduce every entry of the table of terms to the digits shown. If your energy routine is right and a single force term is coded wrongly, this shows which one. An error shared by the energy and the force, such as a wrong $Q_{ij}$, passes unseen.

\subsection*{Why a constant potential changed your force}

Replace $V$ by $V+c$. Then $D_{ij}\to D_{ij}+cq_{ij}$, so $H\to H+cS$. The orbitals stay the same and $\varepsilon_n\to\varepsilon_n+c$. The combination $D_{ij}-\varepsilon_nq_{ij}$ in (\ref{eq:comb}) is unchanged, but its two parts are not:
\begin{equation}
\Delta F^{\rm proj}=-c\,N',\qquad \Delta F^{\rm ov}=+c\,N',\qquad
N'=\sum_{ij}q_{ij}\rho_{ij}'=f\sum_n\langle\phi_n|S'|\phi_n\rangle .
\end{equation}
Here $N'$ is the rate at which the electron count drifts when the atom moves and the coefficients stay frozen. The augmentation term does not change, because $\int Q_{ij}$ is independent of position.

For atom 1, $N'=0.0554$ bohr$^{-1}$. With $c=1$ hartree the projector term goes from $-0.0469$ to $-0.1023$ and the overlap term from $-0.0738$ to $-0.0184$ hartree/bohr. Without the second change, your sum moved from $-0.4905$ to $-0.5459$. The separate sizes of these two terms thus depend on the zero of the potential, while their sum does not.

The numbers also show that the drift differs in sign between orbitals. The ratio $F^{\rm ov}/N'=-0.0738/0.0554=-1.33$ hartree would be a weighted average of the $\varepsilon_n$ if all $\langle\phi_n|S'|\phi_n\rangle$ had one sign. It lies below the lowest eigenvalue, $-0.92$ hartree, so they cannot all have one sign.

\subsection*{Why the two forces must cancel}

Shift both atoms by the same distance $u$ and multiply each $c_{Gn}$ by $e^{-iGu}$. The whole system has been translated, the constraint still holds, and the energy is the same. Hence $F_1+F_2=0$. Your four terms leave $-0.4905+0.5035=0.0130$ hartree/bohr, and the overlap terms supply $-0.0738+0.0607=-0.0130$ (from unrounded values). A grid can disturb this balance slightly, since a grid sum of the nonpolynomial $E_{xc}$ need not be invariant under shifts by a fraction of the spacing. Here the net force is below $10^{-12}$ hartree/bohr.

\subsection*{A poor basis, and where the formula stops}

The plane waves do not move with the atoms, and the derivation used (\ref{eq:gen}) only within the chosen basis. The five terms should therefore match the slope of the energy even when the basis is too small. With 11 plane waves the energy rises by $0.0026$ hartree, to $1.8975$. The formula then gives $F_1=-0.563856$ hartree/bohr, and the five-point slope of the energies in that small basis gives the same six decimals. The force differs from the 49-wave value by $0.0004$ hartree/bohr. Agreement with a finite difference thus shows that force and energy are consistent, not that the basis is converged.

Besides the use of eigenstates of (\ref{eq:gen}) in the overlap term, three conditions matter. Basis functions attached to the atoms would add terms from their own motion. Occupations that change with the atomic positions are outside this derivation, which kept $f$ fixed. And the orbitals must be self-consistent: a small orbital error that respects the constraint changes $E$ in second order, because $E$ is stationary, but it generally changes the terms in (\ref{eq:five}) in first order. The force therefore needs tighter self-consistency than the energy does.
